# Static Debye Length of an Electronegative Plasma with Two Ion Species

## Problem

A uniform plasma contains electrons of density $n_e=10^{15}\ \mathrm{m^{-3}}$, singly charged negative ions of density $n_-=10^{16}\ \mathrm{m^{-3}}$, and singly charged positive ions that make it neutral. The electron temperature is $T_e=3$ eV, and both ion species have temperature $T_i=0.05$ eV. A weak, stationary charge is placed in the plasma.

(a) Derive the length over which its potential is screened when all three species respond.
(b) Evaluate this total Debye length.
(c) Find the fraction of the screening charge carried by each species.
(d) Decide how small the potential must be for the answer to hold.

The algebra uses atomic units, $e=4\pi\varepsilon_0=1$, and temperatures are energies. The charge number $z_s$ is $-1$ for electrons and negative ions and $+1$ for positive ions.

## Hints

1. The positive-ion density is not given, but neutrality fixes it.
2. In static equilibrium, the pressure force on each species balances the electric force.
3. Put the resulting densities into Poisson's equation and expand in the potential. Ask what removes the zeroth-order term.
4. Before computing, decide whether inverse squares of lengths add, or the lengths themselves.
5. For (d), multiply the plane Poisson equation by $d\phi/dx$.

## Full solution

### Densities in a static potential

Neutrality far from the charge requires

$$n_+=n_e+n_-=1.1\times10^{16}\ \mathrm{m^{-3}}.$$

Assume that each species is isothermal, has no mean flow, and has had time to reach thermal equilibrium, including any particles trapped in a potential well. Its pressure is $n_sT_s$ and the electric force per unit volume is $-z_sn_s\nabla\phi$, so force balance reads

$$T_s\nabla n_s=-z_sn_s\nabla\phi .$$

Dividing by $n_sT_s$ gives $\nabla(\ln n_s+z_s\phi/T_s)=0$. The bracket is therefore constant. With $\phi=0$ and $n_s=n_{s0}$ far away,

$$n_s=n_{s0}\,e^{-z_s\phi/T_s}.$$

A positive potential attracts electrons and negative ions and repels positive ions. All three changes make the local charge more negative, so all three screen.

### Linear screening

Outside the inserted charge, Poisson's equation is

$$\nabla^2\phi=-4\pi\sum_s z_sn_{s0}\,e^{-z_s\phi/T_s}.$$

For $|\phi|\ll T_s$, replace the exponential by $1-z_s\phi/T_s$:

$$\nabla^2\phi=-4\pi\sum_s z_sn_{s0}+4\pi\phi\sum_s\frac{z_s^2n_{s0}}{T_s}.$$

The first sum vanishes by neutrality. In the second, $z_s^2=1$, so the signs of the charges drop out:

$$\nabla^2\phi=\kappa^2\phi,\qquad \kappa^2=\sum_s\kappa_s^2,\qquad \kappa_s^2=\frac{4\pi n_{s0}}{T_s}.$$

Near a plane, the solution that vanishes far away is proportional to $e^{-\kappa x}$. For a point charge $Q$, set $\phi=w(r)/r$. Then $\nabla^2\phi=w''/r$, so $w''=\kappa^2w$. The growing exponential is discarded, and the bare potential $Q/r$ at small $r$ fixes the constant:

$$\phi=\frac{Q}{r}e^{-\kappa r}.$$

In both geometries the screening length is $\lambda=1/\kappa$, that is,

$$\frac1{\lambda^2}=4\pi\left(\frac{n_e}{T_e}+\frac{n_-}{T_i}+\frac{n_+}{T_i}\right).$$

### Evaluation

With the Bohr radius $5.291772\times10^{-11}$ m, the electron density becomes

$$10^{15}\times(5.291772\times10^{-11})^3=1.4818\times10^{-16}\ \text{bohr}^{-3}.$$

The ion densities are ten and eleven times this value. Dividing the temperatures by $27.21139$ eV gives $T_e=0.110248$ and $T_i=0.0018375$ hartree. Hence, in bohr$^{-2}$,

$$\kappa_e^2=\frac{4\pi(1.4818\times10^{-16})}{0.110248}=1.689\times10^{-14},$$

$$\kappa_-^2=\frac{4\pi(1.4818\times10^{-15})}{0.0018375}=1.0134\times10^{-11},$$

$$\kappa_+^2=\frac{4\pi(1.6300\times10^{-15})}{0.0018375}=1.1148\times10^{-11}.$$

Their sum is $2.1299\times10^{-11}$, so

$$\lambda=\frac1{\sqrt{2.1299\times10^{-11}}}=2.167\times10^5\ \text{bohr}.$$

Converted, the total Debye length is **11.5 micrometres**, or $1.15\times10^5$ angstrom.

As a check, the full nonlinear Poisson–Boltzmann equation was solved numerically around a plane and around a sphere of radius 1 micrometre, each held at 0.5 mV. The decay lengths, of $\phi$ for the plane and of $r\phi$ for the sphere, both came out as 11.466 micrometres, the same as the formula to the digits shown.

### Which species screen?

To linear order, species $s$ contributes the charge density $-z_s^2n_{s0}\phi/T_s=-\kappa_s^2\phi/(4\pi)$. Its total screening charge around $Q$ is

$$q_s=-\frac{\kappa_s^2}{4\pi}\int_0^\infty4\pi r^2\,\frac{Q e^{-\kappa r}}{r}\,dr
=-\kappa_s^2Q\int_0^\infty re^{-\kappa r}dr=-Q\frac{\kappa_s^2}{\kappa^2}.$$

The three charges add to $-Q$, as complete screening requires. Positive ions carry 52.3%, negative ions 47.6%, and electrons 0.08%.

The electrons matter little here for two reasons: they are fewer, and they are hot. A given potential changes their density by the small fraction $\phi/T_e$. Electrons alone would give a length of 407 micrometres. Electrons and negative ions, with the positive ions held as a fixed background, would give 16.6 micrometres. The value 11.5 micrometres therefore depends on the positive ions being free to respond.

Two limits show the structure of the formula. If $n_-\gg n_e$ and $T_i\ll T_e$, then $\lambda^2\simeq T_i/(8\pi n_-)$, with equal contributions from the two ion species. If $n_-\to0$, then $1/\lambda^2=4\pi n_e(1/T_e+1/T_i)$, and cold positive ions still dominate the static screening.

### How small must the potential be?

In plane geometry, multiply the nonlinear Poisson equation by $\phi'=d\phi/dx$. Since

$$\frac{d}{dx}e^{-z_s\phi/T_s}=-\frac{z_s\phi'}{T_s}e^{-z_s\phi/T_s},$$

both sides are total derivatives. Integrating from infinity, where $\phi=\phi'=0$, gives

$$\frac{\phi'^2}{2}=4\pi\sum_sn_{s0}T_s\left(e^{-z_s\phi/T_s}-1\right).$$

The term linear in $\phi$ vanishes by neutrality, and the quadratic term returns $\phi'^2=\kappa^2\phi^2$. To see the corrections, neglect the electrons' own small terms and write $y=\phi/T_i$. The cubic and quartic terms then give

$$\frac{\phi'^2}{\kappa^2\phi^2}\simeq1-\frac{y}{3}\,\frac{n_+-n_-}{n_++n_-}+\frac{y^2}{12}.$$

The density ratio is $1/21$. The cubic term therefore weakens the field at a positive wall and strengthens it at a negative one, while the quartic term strengthens both. Numerical solution of the full equation gives wall fields 3.4% above the linear value at $+0.05$ V and 5.0% above it at $-0.05$ V. The scale that limits the potential is thus $T_i$, not $T_e$. By the series, the wall field stays within 1% of its linear value between about $-0.020$ V and $+0.030$ V.

The shares of part (c) are more sensitive, because the cancellation between the two ion species does not protect them. With $y=y_0e^{-\kappa x}$, the charge density of each ion species is proportional to $n_\pm(y\mp y^2/2)$, which integrates to $n_\pm y_0(1\mp y_0/4)/\kappa$. The positive-ion share therefore falls, and the negative-ion share rises, by about $0.523\times0.476\times y_0/2\approx0.125\,y_0$. This is 1.2 percentage points at $+5$ mV and about 12 points at $+0.05$ V, and the negative ions overtake the positive ions near $+10$ mV. For (b) and (c) together, $|\phi|$ should stay below about $0.1\,T_i$, or 5 mV. These walls are ideal: they absorb no particles, so the equilibrium densities hold right up to the surface.

A single elementary charge is a weak perturbation over most of its screening cloud: its unscreened potential energy at distance $\lambda$ is $0.0025\,T_i$. It reaches $T_i$ at about 29 nm, and the linear result does not apply inside that radius. There the Boltzmann density of the attracted ions grows without bound as $r\to0$, so for a point charge tightly bound ion pairs must be left out of the assumed equilibrium. A sphere of radius $\lambda$ contains about 133 ions, which supports the use of smooth densities.

### Comparison with a processing discharge

Fluorine gas, F$_2$, at low pressure offers a real setting, with F$^-$ as the negative ion. The densities and temperatures above are illustrative values for the core of such a discharge at about 10 mTorr, not measurements. Real values vary with power, pressure and position. Here F$_2^+$ is taken as the only positive ion. Adding F$^+$ at the same temperature and total positive-ion density would leave the static length unchanged, because ion mass does not enter it.

The ion temperature is an important uncertainty. Raising it from 0.05 to 0.06 eV, with all densities and $T_e$ fixed, raises $\lambda$ to 12.6 micrometres, an increase of about 10%. The formula also assumes a uniform neutral background, so it should not be carried into a wall sheath, where positive ions are accelerated and negative ions are repelled. Flow and rapid driving are treated next.

## Variation 1: drifting positive ions

**Question.** The F$_2^+$ ions drift at $u=100$ m/s, a chosen value, while the other species remain at rest. How does their screening change for wavevectors along the drift?

**Solution.** Let the ions have mass $M$, thermal speed $v_t=\sqrt{T_i/M}$, and a Maxwellian velocity distribution $f_0(v)$ centred on $u$. Neglect collisions over a screening length. This is reasonable here: a rough ion–neutral cross-section of 100 square angstrom at 10 mTorr, with the neutral gas also taken at 0.05 eV, gives a mean free path near 6000 micrometres. Ion–ion Coulomb collisions give a path of the same order, a few thousand micrometres, still hundreds of times $\lambda$.

For a potential $\phi_ke^{ikx+\eta t}$, with $k>0$ and slow growth rate $\eta\to0^+$, the linear Vlasov equation is

$$(\eta+ikv)f_1=\frac{ik\phi_k}{M}f_0',
\qquad f_1=\frac{\phi_k}{M}\frac{f_0'}{v-i\eta/k}.$$

Write the density change as $n_1=-(n_+\phi_k/T_i)R$, so that $R=1$ is the Boltzmann response. Using $f_0'=-(v-u)f_0/v_t^2$,

$$R=\frac1{n_+}\int\frac{(v-u)f_0}{v-i0}\,dv
=1-\frac{u}{n_+}\int\frac{f_0}{v-i0}\,dv .$$

Now use $1/(v-i0)=P(1/v)+i\pi\delta(v)$ and set $s=u/v_t$. With velocities in units of $v_t$, combining $v$ and $-v$ turns the principal-value integral into

$$e^{-s^2/2}\int_0^\infty\frac{2\sinh(sv)}{v}\frac{e^{-v^2/2}}{\sqrt{2\pi}}\,dv
=e^{-s^2/2}\int_0^s e^{t^2/2}dt .$$

The last step holds because the integral on the left, without its prefactor, vanishes at $s=0$ and has $s$-derivative $e^{s^2/2}$. Therefore

$$R=1-s e^{-s^2/2}\int_0^s e^{t^2/2}dt-i\sqrt{\frac{\pi}{2}}\,s e^{-s^2/2}.$$

Here $v_t=356$ m/s and $s=0.281$, so $R=0.923-0.338i$. The screening term $\kappa^2$ becomes $\kappa_e^2+\kappa_-^2+\kappa_+^2R$. Taken alone, its real part would give a length of 11.7 micrometres, 2% above the value without drift.

The imaginary part is not negligible: its magnitude is 18% of the real part. It changes sign with $k$, so it makes the potential unequal upstream and downstream. No single decay length then describes the potential, and 11.7 micrometres measures only the real part of the response.

## Variation 2: a perturbation at 13.56 MHz

**Question.** No species drifts, but the perturbation oscillates at 13.56 MHz. Do the ions still screen it at wavenumber $k=\kappa_e$?

**Solution.** A wave of phase velocity $V=\omega/k$ replaces the denominator $v$ by $v-V$. For ions much slower than the wave, expand the real response:

$$R=\left\langle\frac{v}{v-V}\right\rangle
\simeq-\left\langle\frac vV+\frac{v^2}{V^2}\right\rangle=-\frac{v_t^2}{V^2},$$

because $\langle v\rangle=0$ and $\langle v^2\rangle=v_t^2$. The contribution of an ion species of mass $M_s$ to the dielectric function $1+\sum_s\chi_s$ is then

$$\chi_s=\frac{\kappa_s^2}{k^2}R
\simeq-\frac{4\pi n_{s0}}{T_i}\,\frac{T_i}{M_s\omega^2}
=-\frac{4\pi n_{s0}}{M_s\omega^2}.$$

The temperature has cancelled: inertia, not pressure, now limits the ion motion. For F$^-$ and F$_2^+$ together, the kinetic response gives $\chi=-0.196$. In a static field at the same $k$, the ions would contribute

$$\frac{\kappa_-^2+\kappa_+^2}{\kappa_e^2}\approx1260 .$$

The real part of the electron contribution is 0.998, close to its static value of 1. Its imaginary part has magnitude $\sqrt{\pi/2}\,V/v_{te}=0.060$, with $v_{te}=\sqrt{T_e/m_e}$. At this frequency and wavenumber the electrons screen, while the ions oppose them with about a fifth of the electrons' strength. Since the ion term is nearly independent of $k$ here, $k^2$ times the dielectric function is about $0.804\,k^2+\kappa_e^2$. At distances of some hundreds of micrometres the potential of an oscillating charge is therefore larger in prefactor by $1/0.804$ and decays over $\sqrt{0.804}\times407\approx365$ micrometres, somewhat shorter than the electron Debye length. This does not extend to $k$ near the total $\kappa$: there $V\approx980$ m/s is only two to three ion thermal speeds, the expansion in $v/V$ fails, and the ion response has a large imaginary part. The total length of 11.5 micrometres belongs to perturbations slow enough for both ion species to reach equilibrium.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Electron density: 1.000e+15 m^-3
Negative-ion density: 1.000e+16 m^-3
Positive-ion density: 1.100e+16 m^-3
Electron temperature: 3.00 eV
Ion temperature: 0.05 eV
Bohr radius: 5.291772e-11 m
Hartree energy: 27.21139 eV
Density, electrons: 1.4818e-16 bohr^-3
Density, negative ions: 1.4818e-15 bohr^-3
Density, positive ions: 1.6300e-15 bohr^-3
Electron temperature: 0.110248 hartree
Ion temperature: 0.0018375 hartree
kappa^2, electrons: 1.6891e-14 bohr^-2
kappa^2, negative ions: 1.0134e-11 bohr^-2
kappa^2, positive ions: 1.1148e-11 bohr^-2
kappa^2, total: 2.1299e-11 bohr^-2
Total Debye length: 2.1668e+05 bohr
Total Debye length: 11.466 micrometre
Total Debye length: 1.1466e+05 angstrom
Debye length, electrons alone: 407.17 micrometre
Debye length, negative ions alone: 16.62 micrometre
Debye length, positive ions alone: 15.85 micrometre
Length without positive ions: 16.61 micrometre
Screening share, electrons: 0.079 %
Screening share, negative ions: 47.581 %
Screening share, positive ions: 52.339 %
Numerical cloud share, electrons: 0.079 %
Numerical cloud share, negative ions: 47.591 %
Numerical cloud share, positive ions: 52.329 %
Numerical decay length, plane: 11.466 micrometre
Numerical decay length, sphere: 11.466 micrometre
Wall field / linear field at +0.05 V: 1.0341
Wall field / linear field at -0.05 V: 1.0501
F2+ thermal speed sqrt(T/M): 356.3 m/s
Chosen F2+ drift speed: 100.0 m/s
Drift / thermal speed: 0.2806
Real part of R: 0.9233
Imaginary part of R: -0.3382
Length from real part, along drift: 11.704 micrometre
|Imag/real| of total screening: 0.1844
Drive frequency: 13.56 MHz
Electron susceptibility at drive: 0.9977
Ion susceptibility at drive: -0.1963
Coulomb energy at Debye length / T_i: 0.00251
Ions in a Debye sphere: 132.6
Gas pressure: 10.0 mTorr
Ion-neutral cross-section: 100 angstrom^2
Ion mean free path: 6009 micrometre
Debye length at T_i = 0.06 eV: 12.560 micrometre
```
